# Electronic friction on a rigid pair of weak contact scatterers

## The exercise

Two identical weak contact scatterers sit at $\mathbf R_1$ and $\mathbf R_2$, with $\mathbf d=\mathbf R_2-\mathbf R_1$ held fixed. They move together at constant velocity $\mathbf v=v\mathbf n$ through a free electron gas at zero temperature. In the frame of the pair the potential felt by an electron is

$$V(\mathbf r)=g\left[\delta(\mathbf r-\mathbf R_1)+\delta(\mathbf r-\mathbf R_2)\right].$$

Here $g$ is the strength of the total effective potential, screening included, and is kept to lowest order. The gas has two spin states, Fermi wavevector $k_F$ and Fermi energy $\varepsilon_F$. The friction coefficient $\eta$ is the drag force along the motion divided by $v$, for $v\to0$. The power lost to the electrons is then $P=\eta v^2$.

1. Find the friction $\eta_1$ of one scatterer.
2. Find the ratio $\eta_2/\eta_1$ for the pair, at any $d$ and any angle $\theta$ between $\mathbf v$ and $\mathbf d$.
3. Show that the ratio goes from four at small separation to two at large separation. Does it fall steadily?
4. Evaluate the drag for $k_F=17\ \mathrm{nm^{-1}}$, scattering length $a=0.001$ nm, $v=10^5$ m/s and $d=0.25$ nm. The scattering length is defined by $g=2\pi\hbar^2a/m$, with $m$ the electron mass.

## Hints

**Hint 1.** A potential that moves rigidly has Fourier components that oscillate in time. Find the energy an electron takes up when its wavevector changes by $\mathbf q$.

**Hint 2.** Add each transition to its reverse before expanding in $v$.

**Hint 3.** At low speed both the initial and the final wavevector lie on the Fermi sphere, and for the contact potential their directions are independent.

**Hint 4.** A factor $(\mathbf q\cdot\mathbf n)^2$ multiplying $e^{i\mathbf q\cdot\mathbf d}$ can be produced by differentiating with respect to $\mathbf d$.

## Full solution

### Friction from the golden rule

Let $\mathbf q=\mathbf k'-\mathbf k$ and let $\Omega$ be the volume of the gas. The matrix element of the moving potential between plane waves is

$$\langle\mathbf k'|V(t)|\mathbf k\rangle=\frac{V_{\mathbf q}}{\Omega}e^{-i\mathbf q\cdot\mathbf v t},\qquad V_{\mathbf q}=g\sum_j e^{-i\mathbf q\cdot\mathbf R_j}.$$

The time factor means that the electron absorbs the energy $\hbar\omega_{\mathbf q}=\hbar\,\mathbf q\cdot\mathbf v$. The golden rule gives the rate

$$w_{\mathbf k\mathbf k'}=\frac{2\pi}{\hbar}\frac{|V_{\mathbf q}|^2}{\Omega^2}\,\delta(\varepsilon'-\varepsilon-\hbar\omega_{\mathbf q}).$$

With occupations $f,f'$ and a factor 2 for spin, the power is

$$P=2\sum_{\mathbf k\mathbf k'}\hbar\omega_{\mathbf q}\,w_{\mathbf k\mathbf k'}\,f(1-f').$$

Exchanging $\mathbf k$ and $\mathbf k'$ reverses the sign of $\omega_{\mathbf q}$. It leaves $w$ unchanged, because $|V_{-\mathbf q}|=|V_{\mathbf q}|$ for a real potential and the delta function is even. Half the sum of the two forms of $P$ is therefore

$$P=\sum_{\mathbf k\mathbf k'}\hbar\omega_{\mathbf q}\,w_{\mathbf k\mathbf k'}\left[f(1-f')-f'(1-f)\right]=\sum_{\mathbf k\mathbf k'}\hbar\omega_{\mathbf q}\,w_{\mathbf k\mathbf k'}\,(f-f').$$

Energy conservation sets $\varepsilon'=\varepsilon+\hbar\omega_{\mathbf q}$. For a sharp Fermi edge and small $v$, $f-f'\simeq\hbar\omega_{\mathbf q}\,\delta(\varepsilon-\varepsilon_F)$. This already makes $P$ of second order in $v$, so $\hbar\omega_{\mathbf q}$ may be dropped in the remaining delta function:

$$P=\frac{2\pi}{\hbar}\sum_{\mathbf k\mathbf k'}\frac{|V_{\mathbf q}|^2}{\Omega^2}\,\hbar^2(\mathbf q\cdot\mathbf v)^2\,\delta(\varepsilon-\varepsilon_F)\,\delta(\varepsilon'-\varepsilon_F).$$

Dropping it needs $v\ll v_F=\hbar k_F/m$. For the pair it also needs $mvd/\hbar\ll1$, since it shifts wavevectors by an amount of order $mv/\hbar$ and hence the phases $\mathbf q\cdot\mathbf d$ by $mvd/\hbar$.

Each sum over wavevectors is $\Omega N$ times an average over directions on the Fermi sphere, where $N$ is the density of states per spin and volume:

$$N=\frac{4\pi k_F^2}{(2\pi)^3}\,\frac{m}{\hbar^2k_F}=\frac{mk_F}{2\pi^2\hbar^2}.$$

Dividing $P$ by $v^2$ gives

$$\eta=2\pi\hbar N^2\left\langle(\mathbf q\cdot\mathbf n)^2|V_{\mathbf q}|^2\right\rangle. \tag{1}$$

### One scatterer

Now $|V_{\mathbf q}|^2=g^2$. The directions of $\mathbf k$ and $\mathbf k'$ are independent, so the cross term in the square averages to zero:

$$\langle(\mathbf q\cdot\mathbf n)^2\rangle=\langle(\mathbf k'\cdot\mathbf n)^2\rangle+\langle(\mathbf k\cdot\mathbf n)^2\rangle=\frac{2k_F^2}{3}.$$

Equation (1) becomes

$$\eta_1=2\pi\hbar\,\frac{m^2k_F^2}{4\pi^4\hbar^4}\,g^2\,\frac{2k_F^2}{3}=\frac{m^2g^2k_F^4}{3\pi^3\hbar^3}.$$

Inserting $g=2\pi\hbar^2a/m$ and the electron density $n_e=k_F^3/3\pi^2$,

$$\eta_1=\frac{4\hbar a^2k_F^4}{3\pi}=n_e\,\hbar k_F\,4\pi a^2. \tag{2}$$

This is density times Fermi momentum times cross-section.

### Two scatterers

The squared matrix element is

$$|V_{\mathbf q}|^2=g^2\left|1+e^{-i\mathbf q\cdot\mathbf d}\right|^2=2g^2\left[1+\cos(\mathbf q\cdot\mathbf d)\right].$$

The constant term gives $2\eta_1$. Hence

$$\frac{\eta_2}{\eta_1}=2(1+C),\qquad C=\frac{3}{2k_F^2}\left\langle(\mathbf q\cdot\mathbf n)^2\cos(\mathbf q\cdot\mathbf d)\right\rangle.$$

First take the average without the weight. With $x=k_Fd$ and $\mu$ the cosine of the angle between $\mathbf k$ and $\mathbf d$,

$$\langle e^{i\mathbf k\cdot\mathbf d}\rangle=\frac12\int_{-1}^{1}e^{ix\mu}\,d\mu=\frac{\sin x}{x}=j_0(x),$$

and the independence of the two directions gives $\langle e^{i\mathbf q\cdot\mathbf d}\rangle=j_0(x)^2$. This is real, so it is also the average of the cosine. Two derivatives along $\mathbf n$ bring down $-(\mathbf q\cdot\mathbf n)^2$:

$$C=-\frac{3}{2k_F^2}(\mathbf n\cdot\nabla_{\mathbf d})^2\,j_0(k_Fd)^2.$$

For a function $J(d)$ of distance alone, the first derivative along $\mathbf n$ is $J'\cos\theta$, with $\cos\theta=\mathbf n\cdot\mathbf d/d$. The derivative of $\cos\theta$ itself is $(1-\cos^2\theta)/d$. The second derivative is therefore $J''\cos^2\theta+(J'/d)\sin^2\theta$. With $u(x)=j_0(x)^2$,

$$C=C_\parallel\cos^2\theta+C_\perp\sin^2\theta,\qquad C_\parallel=-\tfrac32u'',\qquad C_\perp=-\frac{3u'}{2x}.$$

Let $j_1=\sin x/x^2-\cos x/x$. Direct differentiation gives $j_0'=-j_1$ and $j_1'=j_0-2j_1/x$. Then $u'=-2j_0j_1$ and

$$u''=2j_1^2-2j_0\left(j_0-\frac{2j_1}{x}\right),$$

so that

$$C_\parallel=3\left(j_0^2-\frac{2j_0j_1}{x}-j_1^2\right),\qquad C_\perp=\frac{3j_0j_1}{x},$$

$$\boxed{\frac{\eta_2}{\eta_1}=2\left[1+C_\parallel\cos^2\theta+C_\perp\sin^2\theta\right]} \tag{3}$$

At oblique angles the pair in general also feels a sideways force, which does no work and is not part of $\eta$. For random orientations $\langle\cos^2\theta\rangle=1/3$, and the mean ratio is $2(1+j_0^2-j_1^2)$.

The golden-rule power, with its Pauli factors and a finite speed of $10^{-3}v_F$, was also integrated numerically without the low-speed expansion. For $d=0.02$, 0.135 and 0.25 nm and $\theta=0$, 40° and 90°, the ratio differs from (3) by at most $2.4\times10^{-6}$.

### The two limits

For small $x$, $j_0=1-x^2/6+x^4/120-\dots$. Squaring,

$$u=1-\frac{x^2}{3}+\frac{2x^4}{45}-\dots,$$

which gives $C_\parallel=1-4x^2/5+\dots$ and $C_\perp=1-4x^2/15+\dots$. Therefore

$$\frac{\eta_2}{\eta_1}=4-\frac{8x^2}{5}\cos^2\theta-\frac{8x^2}{15}\sin^2\theta+\dots\ \longrightarrow\ 4.$$

All phases $\mathbf q\cdot\mathbf d$ are then small, and the pair acts as one scatterer of strength $2g$. Friction goes as the square of the strength.

For large $x$, $|j_0|\le1/x$ and $|j_1|\le1/x+1/x^2$, so both interference terms vanish and the ratio tends to two. The leading forms $j_0=\sin x/x$ and $j_1\simeq-\cos x/x$ give

$$C_\parallel\simeq-\frac{3\cos2x}{x^2},\qquad C_\perp\simeq-\frac{3\sin2x}{2x^3}.$$

The phases are now spread over many turns, and the intensities add instead of the amplitudes.

The change is not steady. The ratio oscillates about two, with period $\pi/k_F$ in $d$ at large separation. For motion along the axis it drops to 0.789 at $x=2.319$, the lowest value found on a scan from $x=0.01$ to 60. The pair then feels less drag than one scatterer alone.

The reason lies in the sign of the cosine. For motion along the axis, transfers with $|\mathbf q\cdot\mathbf d|$ between $\pi/2$ and $3\pi/2$ reduce the friction. The largest phase is $2k_Fd=4.64$, just below $3\pi/2=4.71$. Every transfer with a component along the axis above $(\pi/2)/2.319=0.68$ of $k_F$ therefore counts negatively. The positive ones have smaller components, which the factor $(\mathbf q\cdot\mathbf n)^2$ suppresses. For motion across the axis this factor does not suppress the transfers with small phase, and the ratio at the same separation is 2.35.

### The numbers

The density is $n_e=165.9\ \mathrm{nm^{-3}}$ and the cross-section is $4\pi a^2=1.257\times10^{-5}\ \mathrm{nm^2}$. Equation (2) gives $\eta_1=3.738\times10^{-18}$ kg/s. At $10^5$ m/s the drag on one scatterer, taken as $\eta_1v$, is $2.333\times10^{-3}$ eV/nm.

For $d=0.25$ nm, $x=17\times0.25=4.25$, $j_0=-0.21059$ and $j_1=0.05541$. Then

$$C_\parallel=3(0.04435+0.00549-0.00307)=0.1403,$$

$$C_\perp=\frac{3(-0.21059)(0.05541)}{4.25}=-0.0082.$$

The ratio is $2(1.1403)=2.281$ along the axis and $2(0.9918)=1.984$ across it. With these slow-limit coefficients the drag along the axis is $2.281\times2.333\times10^{-3}=5.32\times10^{-3}$ eV/nm; corrections for the finite speed change it to $5.31\times10^{-3}$ eV/nm, and including rescattering as well gives $5.29\times10^{-3}$ eV/nm. In the slow limit, other separations give:

| $d$ (nm) | along | across | mean |
|---|---|---|---|
| 0.020 | 3.819 | 3.939 | 3.899 |
| 0.136 | 0.789 | 2.351 | 1.830 |
| 0.250 | 2.281 | 1.984 | 2.083 |
| 1.000 | 2.019 | 2.000 | 2.006 |

These ratios are of lowest order in $g$. For zero-range scatterers with $a=0.001$ nm and all rescattering included, the ratios at 0.020 nm are lower, 3.47 along and 3.59 across the axis, because the wave scattered by one reaches the other with amplitude of order $a/d=0.05$ (see Variation 2). At 0.25 nm the ratio along the axis changes only to 2.274.

Speed and temperature matter little here. At $10^5$ m/s, which is 5.1% of $v_F$, the ratio along the axis at 0.25 nm is 2.272. In the slow limit, but with the Fermi edge smeared at 1000 K, it is 2.280. At 1 nm, where $mvd/\hbar=0.86$, the speed lowers the ratio along the axis from 2.019 to 2.011. That is a small change in the drag, but it removes over two fifths of the excess over two.

### Beside real ions

The chosen $k_F$ is roughly that of a simple metal such as aluminium, and a related practical case is a slow molecular ion entering a metal. Bond lengths of roughly 0.1 to 0.3 nm give $x$ between 1.7 and 5.1, so the limit of four is not reached there; a separation of 0.02 nm serves only to show the limit.

The scatterers are far weaker than real ions. Their friction is $10^{-4}$ of the atomic unit $\hbar/a_0^2$, with $a_0$ the Bohr radius, whereas light ions in metals have very roughly a tenth of that unit or more. Two of the assumptions that real ions break are zero range and weakness:

- **Finite range.** Replace the contact potential by a screened Coulomb potential with the Thomas–Fermi length 0.049 nm, still to lowest order. The ratio along the axis changes from 0.789 to 1.106 at 0.136 nm, and from 2.281 to 1.896 at 0.25 nm. At the first separation the pair no longer has less drag than a single scatterer.
- **Strength.** Keep zero range but take $a=0.05$ nm, so that $k_Fa=0.85$, and include all rescattering. Relative to one such scatterer, the ratios along the axis are 0.888 and 1.878.

The size, and even the side of two on which the ratio falls, thus depend on the potential. The model also omits collisions with the metal's nuclei, the breakup or turning of the molecule, and loss of electron coherence, which weakens the interference when $d$ is not small beside the mean free path.

## Variation 1: opposite signs

*Let the strengths be $g$ and $-g$. What replaces four and two?*

The squared matrix element becomes $g^2|1-e^{-i\mathbf q\cdot\mathbf d}|^2=2g^2[1-\cos(\mathbf q\cdot\mathbf d)]$. Only the sign of the interference changes:

$$\frac{\eta_2}{\eta_1}=2\left[1-C_\parallel\cos^2\theta-C_\perp\sin^2\theta\right].$$

At large separation the ratio is again two. To lowest order in $g$ it vanishes at small separation as $(8x^2/5)\cos^2\theta+(8x^2/15)\sin^2\theta$, because the two potentials cancel. For zero-range scatterers of fixed lengths $a$ and $-a$, rescattering leaves a total amplitude of order $a^2/d$, so this law also needs $a/d\ll k_Fd$. At $x=2.319$, for motion along the axis, it is $4-0.789=3.211$: where the two scattered waves cancelled for equal signs, they now reinforce one another.

## Variation 2: does the limit of four survive at fixed $a$?

*Let two zero-range scatterers have fixed $a>0$ with $k_Fa\ll1$, and let $d$ shrink until it is comparable with $a$.*

The wave scattered by one now reaches the other with amplitude of order $a/d$, so lowest order in $g$ fails. In the frame of the pair the scattering is elastic, with amplitude $F(\mathbf k',\mathbf k)$. Time reversal and the inversion symmetry of the pair make $|F|$ equal for a transition and its reverse. The electron energy in the gas frame is $\varepsilon+\hbar\mathbf k\cdot\mathbf v$ to first order in $v$, apart from a constant of second order. Hence $f-f'=\hbar\,\mathbf q\cdot\mathbf v\,\delta(\varepsilon-\varepsilon_F)$, as before. Equation (1) holds with $|V_{\mathbf q}|$ replaced by $(2\pi\hbar^2/m)|F|$.

Let $A_i$ be the amplitude of the wave leaving scatterer $i$, and $\psi_i$ the incident wave there. A zero-range scatterer requires the total wave at a small distance $r$ from it to be $A_i(1/r-1/a)$. With $k=k_F$, its own outgoing wave $A_ie^{ikr}/r$ supplies $A_i(1/r+ik)$ there, and the other scatterer supplies $A_je^{ikd}/d$. Equating the constant terms gives

$$-\left(\frac1a+ik\right)A_i-\frac{e^{ikd}}{d}A_j=\psi_i .$$

For $kd\ll1$, $\psi_1\simeq\psi_2\simeq1$ and $A_1=A_2=-a/(1+a/d)$. The total amplitude is twice this, so

$$\frac{\eta_2}{\eta_1}=\frac{4}{(1+a/d)^2}.$$

At $d=3a$ this is 2.25; the full solution with $a=0.001$ nm gives 2.247 along and 2.250 across the axis. For zero-range scatterers the limit of four thus needs $a\ll d\ll1/k_F$. For $a=0.001$ nm and $k_F=17\ \mathrm{nm^{-1}}$ this window is too narrow for the ratio to come close to four: between $d=0.003$ and 0.08 nm it reaches at most 3.47 along the axis and 3.65 across it. The condition $d\gg a$ comes from the zero range. For a weak potential of finite range $b$ with $a\ll b\ll1/k_F$, the rescattered amplitude stops growing at order $a/b$ once $d<b$, and the ratio stays near four down to $d=0$. For example, laying two square barriers of radius 0.02 nm and $a=0.001$ nm on top of each other multiplies the squared scattering length by 3.56.

Very close to $d=a$ there is an exception. Consider first $d=a$ itself. Take the origin midway between the scatterers, and let $\mu,\mu'$ be the cosines of the incoming and outgoing directions to the axis. The small antisymmetric part of the incident wave, $\psi_2=-\psi_1=ikd\mu/2$, drives $A_2=-A_1$ with the factor

$$-\frac1a-ik+\frac{e^{ikd}}{d}\simeq-\frac1a+\frac1d-\frac{k^2d}{2}.$$

At $d=a$ only $-k^2d/2$ remains, so $A_2=-i\mu/k$. The outgoing phases give the factor $-ikd\mu'$, and the contribution to $F$ is $-a\mu\mu'$. The symmetric part is $-2a/2=-a$, so $F=-a(1+\mu\mu')$. Averaging the squared transfer along the axis,

$$\frac32\left\langle(\mu-\mu')^2(1+\mu\mu')^2\right\rangle=\frac32\left(\frac23-\frac49+\frac2{15}\right)=\frac8{15}.$$

Across the axis, the average over azimuth and the symmetry between $\mu$ and $\mu'$ give

$$\frac32\left\langle(1-\mu^2)(1+\mu\mu')^2\right\rangle=\frac32\left(\frac23+\frac2{45}\right)=\frac{16}{15}.$$

The full solution gives 0.533 and 1.067. The simple law would have given one in both cases.

The peak of the resonance lies slightly below $d=a$, at $d\simeq a(1-k^2a^2/2)$, where the real part of the factor above vanishes. Only the next term of its expansion, $-ik^3d^2/6$, is left. Then $A_2=-3\mu/(k^2d)$, and the contribution to $F$ is $3i\mu\mu'/k$, which is far larger than $a$. The same averages give ratios of about $9/(5k^2a^2)$ along the axis and $3/(5k^2a^2)$ across it, or roughly 6200 and 2100 for $a=0.001$ nm. The peak is extremely narrow, with a relative width in $d$ of order $(ka)^3$, and these slow-limit values need $v/v_F\ll ka$. For this $a$, the simple law is again good to about 1% once $d$ differs from $a$ by 1%.

This resonance needs a bound state. A zero-range scatterer with $a>0$ has one, and the antisymmetric bound state of the pair reaches zero energy at $d=a$. Attractive wells with a bound state and a range much smaller than $a$ show the same resonance close to $d=a$. A purely repulsive potential with scattering length $a$ has a range of at least $a$, so two of them would overlap at $d=a$ and the result would not apply.

## Numbers as computed

```
Fermi wavevector kF = 17.0 1/nm
Electron density = 165.9 1/nm^3
Fermi energy = 11.01 eV
Fermi speed = 1.968e+06 m/s
Scattering length a = 0.0010 nm
kF*a = 0.0170
Contact strength g = 4.788e-04 eV nm^3
Cross-section = 1.257e-05 nm^2
Single friction, formula = 3.7382e-18 kg/s
Single friction, golden rule = 3.7382e-18 kg/s
Single friction / (hbar/bohr^2) = 9.93e-05
Speed = 1.0e+05 m/s, speed/Fermi speed = 0.0508
Single drag force = 2.333e-03 eV/nm
Largest ratio error against golden rule = 2.4e-06
Least ratio along axis = 0.7890 at x = 2.3194
Separation of least drag = 0.1364 nm
Least ratio across axis = 1.9555
Ratios pair/single: along, across, orientation mean
 d=0.0200 nm x=0.340: 3.8188, 3.9391, 3.8990
 d=0.1364 nm x=2.319: 0.7890, 2.3510, 1.8304
 d=0.2500 nm x=4.250: 2.2806, 1.9835, 2.0826
 d=0.5000 nm x=8.500: 2.0019, 2.0054, 2.0042
 d=1.0000 nm x=17.000: 2.0187, 1.9997, 2.0061
 d=2.0000 nm x=34.000: 1.9974, 2.0001, 1.9992
At d = 0.25 nm: j0 = -0.21059, j1 = 0.05541
 C_par = 0.14030, C_perp = -0.00824
Pair drag along axis, d=0.1364 nm: 1.841e-03 eV/nm
Pair drag along axis, d=0.2500 nm: 5.321e-03 eV/nm
All-order ratios, weak a: along, across
 d=0.0200 nm: 3.4735, 3.5898
 d=0.1364 nm: 0.7922, 2.3682
 d=0.2500 nm: 2.2738, 1.9823
 d = 3a: 2.2473, 2.2499
 d = a (resonance): 0.5334, 1.0668
Strong case a = 0.050 nm, kF*a = 0.85
 d=0.1364 nm: along 0.8875, across 2.2191
 d=0.2500 nm: along 1.8777, across 1.9965
Thomas-Fermi screening length = 0.0494 nm
Ratios for screened Coulomb potential: along, across
 d=0.0200 nm: 3.8592, 3.9527
 d=0.1364 nm: 1.1055, 2.6210
 d=0.2500 nm: 1.8958, 2.0603
Single friction at this speed / slow limit = 1.00103
Along axis, d=0.1364 nm: at speed 0.7943, at 1000 K 0.7893
Along axis, d=0.2500 nm: at speed 2.2722, at 1000 K 2.2801
```
